# Relating Hot-Electron Gate and Substrate Currents in a MOSFET

## Problem

In an n-channel MOSFET biased in saturation, the lateral electric field rises towards the drain and reaches a peak magnitude $E_m$. In the lucky-electron model, a few electrons travel far enough in this region without a collision to become hot. Some ionize the silicon, and the holes they create leave as substrate current $I_{sub}$. Others surmount the oxide barrier and form the gate current $I_g$. All currents are taken as positive magnitudes. The channel current $I_d$ is the electron current entering the high-field region, before multiplication.

Let $q>0$ be the elementary charge, $\lambda$ the mean free path, $\Phi_i$ the ionization energy and $\Phi_b$ the oxide-barrier energy. Both energies are measured from the conduction-band edge in silicon.

1. For a uniform field $E$, find the probability that an electron starting with negligible kinetic energy gains an energy $\Phi$ before it collides.
2. Let $I_{sub}/I_d$ and $I_g/I_d$ equal this probability at $E=E_m$, for the respective energies, times constants $C_1$ and $C_2$. Eliminate $E_m$ and find how the two ratios are related.
3. Suppose instead that $C_1\propto E_m^m$ and $C_2\propto E_m^n$. Find the local slope of $\ln(I_g/I_d)$ against $\ln(I_{sub}/I_d)$. Determine $m$ and $n$ when the field falls as $E(x)=E_me^{-x/l}$ with distance $x$ from its peak towards the source.
4. Take $\Phi_i=1.3$ eV, $\Phi_b=3.2$ eV, $\lambda=7.8$ nm, $l=300$ nm and $I_d=1.0$ mA. Calibrate the relation of part 2 at $E_m=0.30$ MV/cm and use it to predict the gate current at 0.25 and 0.35 MV/cm from the substrate current. Compare with the integrated local model of part 3.
5. An electron that reaches the peak has crossed a weaker field on its way. Find how this changes the slope.
6. Estimate the effects of barrier lowering, tunnelling, carrier multiplication and temperature.

## Solution

### 1. The lucky flight

Let $S(s)$ be the probability of no collision over a path $s$. In the next element $ds$ the collision probability is $ds/\lambda$, independent of the past, so

$$
S(s+ds)=S(s)\left(1-\frac{ds}{\lambda}\right),\qquad \frac{dS}{ds}=-\frac{S}{\lambda}.
$$

With $S(0)=1$ this gives $S(s)=e^{-s/\lambda}$. The field does work $qEs$ on an electron moving along the force. The energy $\Phi$ is reached when $qEd=\Phi$, so $d=\Phi/(qE)$ and

$$
P(\Phi)=e^{-d/\lambda}=\exp\left(-\frac{\Phi}{q\lambda E}\right).
$$

The energy $q\lambda E$ is what an electron gains over one mean free path. It sets how rapidly the hot-electron population falls with energy.

### 2. Eliminating the peak field

The two currents are

$$
\frac{I_{sub}}{I_d}=C_1\exp\left(-\frac{\Phi_i}{q\lambda E_m}\right),\qquad
\frac{I_g}{I_d}=C_2\exp\left(-\frac{\Phi_b}{q\lambda E_m}\right).
$$

Divide the first by $C_1$ and take the logarithm:

$$
\ln\left(\frac{I_{sub}}{C_1I_d}\right)=-\frac{\Phi_i}{q\lambda E_m}
\quad\Longrightarrow\quad
\frac{1}{q\lambda E_m}=-\frac{1}{\Phi_i}\ln\left(\frac{I_{sub}}{C_1I_d}\right).
$$

Substitute this in the second expression. The two minus signs cancel:

$$
\frac{I_g}{I_d}=C_2\exp\left[\frac{\Phi_b}{\Phi_i}\ln\left(\frac{I_{sub}}{C_1I_d}\right)\right].
$$

Since $e^{r\ln y}=y^r$,

$$
\boxed{\frac{I_g}{I_d}=C_2C_1^{-r}\left(\frac{I_{sub}}{I_d}\right)^r,\qquad r=\frac{\Phi_b}{\Phi_i}.}
$$

Neither $E_m$ nor $\lambda$ remains. The substrate current serves as a thermometer for the hot electrons, and the gate current samples the same distribution at a higher energy. Because $r>1$, the gate ratio changes faster than the substrate ratio.

Multiplying by $I_d$ gives $I_g\propto I_{sub}^{\,r}I_d^{\,1-r}$. At fixed $I_{sub}$, a larger $I_d$ therefore means a smaller $I_g$: the same substrate current is then produced by a lower field.

The result requires $C_1$, $C_2$, $\Phi_i$ and $\Phi_b$ to stay constant along the comparison. The oxide field near the drain affects both $\Phi_b$ and electron collection, so it must be held fixed. This corresponds roughly to fixed $V_g-V_d$, the gate-to-drain voltage. The processes must also share one mean free path. With separate values $\lambda_i$ and $\lambda_b$ in a constant ratio, the same elimination gives the exponent $(\Phi_b/\Phi_i)(\lambda_i/\lambda_b)$.

### 3. Prefactors that depend on the field

Define

$$
a=\frac{\Phi_i}{q\lambda E_m},\qquad b=\frac{\Phi_b}{q\lambda E_m}=ra.
$$

Both vary as $1/E_m$, so $da/d\ln E_m=-a$ and $db/d\ln E_m=-b$. For power-law prefactors,

$$
\frac{d\ln(I_{sub}/I_d)}{d\ln E_m}=m+a,\qquad
\frac{d\ln(I_g/I_d)}{d\ln E_m}=n+b.
$$

The local slope is their quotient,

$$
\frac{d\ln(I_g/I_d)}{d\ln(I_{sub}/I_d)}=\frac{b+n}{a+m}.
$$

It equals $r=b/a$ when $n=rm$. Otherwise it approaches $r$ as $a$ and $b$ become large at fixed ratio.

Now sum the local ionization rate over the field profile. Let $1/\Lambda_i$ be the constant prefactor of the rate per unit length. For weak multiplication,

$$
\frac{I_{sub}}{I_d}=\int_0^\infty\frac{dx}{\Lambda_i}\exp\left(-\frac{\Phi_i}{q\lambda E_m}e^{x/l}\right).
$$

Set $t=ae^{x/l}$. Then $dt=t\,dx/l$, hence $dx=l\,dt/t$, and the lower limit becomes $a$:

$$
\frac{I_{sub}}{I_d}=\frac{l}{\Lambda_i}\int_a^\infty\frac{e^{-t}}{t}\,dt
=\frac{l}{\Lambda_i}E_1(a).
$$

Here $E_1$ denotes the exponential integral, not a field. The same calculation for injection, with prefactor length $\Lambda_g$, gives $I_g/I_d=(l/\Lambda_g)E_1(b)$.

Since $dE_1/da=-e^{-a}/a$ and $da/d\ln E_m=-a$, the logarithmic derivative of $E_1(a)$ with respect to $E_m$ is $e^{-a}/E_1(a)$. The slope is therefore

$$
\frac{e^{-b}/E_1(b)}{e^{-a}/E_1(a)}.
$$

Repeated integration by parts gives, for large $a$,

$$
E_1(a)=\frac{e^{-a}}{a}\left(1-\frac1a+\cdots\right),\qquad
\frac{e^{-a}}{E_1(a)}=a+1+O(1/a).
$$

Thus $m\simeq n\simeq1$, and the slope is approximately $(b+1)/(a+1)$. This is below $r$ because $b>a$. Physically, a higher peak field also widens the region that contributes, and this widening matters relatively more for the less steep substrate current.

The direction of motion adds another field dependence. Suppose a collision makes the hot electrons isotropic without changing their energy, in a parabolic band with the same mass in silicon and oxide. (A different oxide mass rescales the escape fraction roughly in proportion to the mass ratio but leaves its field dependence almost unchanged.) An electron of energy $\varepsilon$ at angle $\theta$ to the oxide normal escapes if $\varepsilon\cos^2\theta\ge\Phi_b$ and it moves towards the oxide. The corresponding fraction of the full sphere is $\frac12(1-\sqrt{\Phi_b/\varepsilon})$.

Write $\varepsilon=\Phi_b+q\lambda E\,u$. From part 1, the distribution of $u$ above the barrier is $e^{-u}$. For $q\lambda E\ll\Phi_b$, the escape fraction is about $q\lambda E\,u/(4\Phi_b)$. Since $\int_0^\infty ue^{-u}du=1$, its average is $q\lambda E/(4\Phi_b)$. This supplies one more power of the field, so $n\simeq2$ while $m\simeq1$.

### 4. Numerical prediction

A field of 0.30 MV/cm is 0.030 V/nm. Hence

$$
q\lambda E_m=7.8\times0.030\ \text{eV}=0.234\ \text{eV},
$$

$$
a=\frac{1.3}{0.234}=5.556,\qquad b=\frac{3.2}{0.234}=13.675,\qquad
r=\frac{3.2}{1.3}=2.462.
$$

For the integrated model choose $\Lambda_i=5$ nm and $\Lambda_g=10\,000$ nm, so $l/\Lambda_i=60$ and $l/\Lambda_g=0.03$. The first length is an empirical choice. If every collision at an energy above $\Phi_i$ caused ionization, strict lucky-electron counting would give $\Lambda_i=\lambda$ and a substrate current smaller by the factor $5/7.8=0.64$, with the same slope, as long as the local rate is used. Strict counting in the 300 nm profile itself is nonlocal (part 5): counting collisions up to the peak, it gives $I_{sub}/I_d\approx0.013$ at 0.30 MV/cm, with a steeper field dependence. The second length lumps together redirection and collection. It fixes the size of the gate current but not the slope. Numerical integration of the local rates gives:

| $E_m$ (MV/cm) | $I_{sub}$ (µA) | $I_g$ (pA) |
|---|---:|---:|
| 0.25 | 10.10 | 0.129 |
| 0.30 | 36.06 | 2.362 |
| 0.35 | 91.19 | 19.24 |

Calibration at the middle row removes the need to know $C_1$ and $C_2$ separately. At constant $I_d$, the power law predicts

$$
I_g(0.25)=2.362\left(\frac{10.10}{36.06}\right)^{2.462}\text{ pA}=0.103\ \text{pA},
$$

$$
I_g(0.35)=2.362\left(\frac{91.19}{36.06}\right)^{2.462}\text{ pA}=23.2\ \text{pA}.
$$

Relative to the integrated model, the first prediction is 20% low and the second about 20% high. The constant-prefactor law is too steep for this local model, as part 3 explains; part 5 shows that the sign of the error reverses once the field change along the flight is included. At the middle field the integrated slope is 2.27, compared with $(b+1)/(a+1)=2.24$ and $r=2.46$. Including the escape cone in the numerical integral raises the slope to 2.41; the estimate $(b+2)/(a+1)$ is 2.39. The extra power in the gate prefactor thus offsets much of the first correction.

### 5. The field along the flight

The local model assigns each electron the field at the end of its path. This needs a nearly uniform field over the whole lucky flight. To see what happens otherwise, consider a flight that starts a distance $d$ before the peak and ends there with energy $\Phi$:

$$
\Phi=q\int_0^dE_me^{-x/l}\,dx=qE_ml\left(1-e^{-d/l}\right).
$$

Let $W=qE_ml$. Solving for the distance gives

$$
d=-l\ln\left(1-\frac{\Phi}{W}\right),\qquad \Phi<W.
$$

If $\Phi\ge W$, no single flight starting from negligible energy in this profile can reach the required energy. When $\Phi\ll W$, the logarithm gives $d\simeq l\Phi/W=\Phi/(qE_m)$, the uniform-field result.

The survival probability is now

$$
P=e^{-d/\lambda}=\left(1-\frac{\Phi}{W}\right)^{l/\lambda}.
$$

At fixed $l$ and $\lambda$, $W\propto E_m$, and therefore

$$
\frac{d\ln P}{d\ln E_m}=\frac{l}{\lambda}\frac{\Phi/W}{1-\Phi/W}.
$$

Taking this expression for $\Phi_b$ and dividing by that for $\Phi_i$ cancels $l/\lambda$ and $W$ in the prefactors:

$$
\text{slope}=r\,\frac{1-\Phi_i/W}{1-\Phi_b/W}.
$$

For the middle field, $W=0.030\times300=9.00$ eV. The slope becomes

$$
2.462\,\frac{1-1.3/9.00}{1-3.2/9.00}=3.27.
$$

This is about one third above $r$. The barrier-energy flight lengthens from $3.2/0.030=107$ nm to 132 nm. Its survival probability falls to 0.040 of the uniform-field value, because the additional path spans several mean free paths. For ionization the flight lengthens from 43 to 47 nm, and the corresponding factor is 0.64.

Calibration can absorb these factors at one field, but not their variation with field. With $l=3000$ nm and the same $E_m$, the slope is 2.52, much closer to $r$. The condition for recovering the simple exponent is thus $\Phi_b\ll qE_ml$. Recovering the uniform-field survival probability itself is more demanding: the extra path, about $l(\Phi_b/W)^2/2$, must also be much shorter than $\lambda$. At $l=3000$ nm it is 1.9 nm, and the barrier survival is still only 0.78 of the uniform-field value. These nonlocal slopes describe flights ending at the peak with constant prefactors; they are not slopes of a full nonlocal current calculation. Summing the survival $(1-\Phi e^{x/l}/W)^{l/\lambda}$ over all end points $x$ gives a slope of about 3.0 at $l=300$ nm. Against that sum the calibrated power law of part 4 is too shallow: it is about 2.9 times too high at 0.25 MV/cm and about 40% low at 0.35 MV/cm.

### 6. Other effects and the real device

**Barrier lowering.** Consider an oxide field $F=0.50$ MV/cm that pulls electrons towards the gate. With oxide permittivity $\epsilon$, and with the silicon treated as a perfect conductor (which, at a given $\epsilon$, overestimates the image force), the image force and this field change the barrier at distance $z$ inside the oxide by

$$
\Delta U(z)=-\frac{q^2}{16\pi\epsilon z}-qFz.
$$

Setting the derivative to zero gives $z_0=\sqrt{q/(16\pi\epsilon F)}$. The two terms are equal there, and the maximum lies below the original barrier by

$$
\Delta\Phi=2qFz_0=\sqrt{\frac{q^3F}{4\pi\epsilon}}.
$$

For relative permittivity 3.9 this is 0.136 eV. The exponent becomes $(3.2-0.136)/1.3=2.36$ if $F$ is held fixed. At fixed $E_m$ and with a constant prefactor, the gate current rises by a factor $e^{0.136/0.234}=1.79$; the integrated model of part 3 gives 1.86. The static value 3.9 is not the natural choice for hot electrons, which cross $z_0$ in a few femtoseconds, faster than the oxide phonons respond. With the optical value, about 2.15, the lowering is 0.18 eV, or 0.15 eV when the silicon is treated as a dielectric of relative permittivity 11.7, so 0.136 eV is not an upper bound. If $F$ changes during a bias sweep, this factor changes too, and the points need not follow one power law. The assumed direction of $F$ also limits the bias: the gate must be at a higher potential than the silicon near the field peak. With the 9 V drop used here, this requires velocity saturation to limit the current well before ordinary pinch-off. If $V_d$ is far above $V_g$, the oxide field near the drain reverses and repels the electrons, and this lowering does not apply.

**Tunnelling.** For an electron at depth $u$ below the top of a triangular barrier, the WKB transmission is $e^{-\kappa u^{3/2}}$, with $\kappa=4\sqrt{2m_{ox}}/(3\hbar qF)$ and $m_{ox}$ the oxide tunnelling mass. Treat all the energy as normal to the oxide and take unit transmission above the barrier. With $T=q\lambda E_m$, the current relative to emission over the top is

$$
1+\frac1T\int_0^{\Phi_b}e^{u/T-\kappa u^{3/2}}\,du.
$$

For $m_{ox}$ equal to half the free-electron mass, numerical integration over the top 1 eV, beyond which the integrand is negligible, gives 1.21. Its field dependence lowers the local slope from 2.46 to 2.43, with the other prefactors constant. This estimate omits image-force lowering.

**Multiplication.** At the highest field, $I_{sub}/I_d=0.091$. The terminal drain current, which includes the electrons created by ionization, exceeds the channel current by about 9% there. Using it in place of $I_d$ in both ratios introduces a field-dependent error: the integrated slope rises from 2.27 to 2.32 at 0.30 MV/cm and from 2.25 to 2.36 at 0.35 MV/cm. Further ionization by the new carriers is neglected.

**Temperature.** If phonons of energy $\hbar\omega$ limit the free path, absorption and emission give a scattering rate proportional to $N+(N+1)$, where $N$ is the Bose occupation. Since $1/(2N+1)=\tanh(\hbar\omega/2k_BT_L)$, $\lambda$ follows this function of the lattice temperature $T_L$. For $\hbar\omega=63$ meV, it falls from 7.8 nm at 300 K to 6.72 nm at 400 K. At $E_m=0.30$ MV/cm, with the energies and the constants $C_1$ and $C_2$ of part 2 held at their values calibrated at 300 K, the substrate ratio falls from $3.61\times10^{-2}$ to $1.48\times10^{-2}$ and the gate ratio from $2.36\times10^{-9}$ to $2.62\times10^{-10}$. Both ratios drop, and with constant prefactors the point stays on the same power-law line by construction. In the integrated model of part 3, whose prefactors depend on $\lambda$, the 400 K gate ratio lies about 20% above that line.

The parameters are rough values for an older, high-voltage silicon MOSFET with a thick silicon dioxide gate insulator. The decay length of 300 nm is far longer than in a modern short-channel transistor, and $\Lambda_g$ is a model choice, so the picoampere currents are not device predictions. Among the slope corrections estimated here, nonuniformity along the flight is the largest: it moves 2.46 to 3.27 for flights ending at the peak, and 2.27 to about 3.0 for currents summed over the profile. A shorter $l$ at the same $E_m$ makes it larger still, until $qE_ml$ falls to $\Phi_b$ (at $l\approx107$ nm here). Below that the single-flight model gives no gate current at all and cannot describe the device. The corrections were evaluated separately and should not simply be added. The model also leaves out the full band structure, electron–electron scattering, a gradual ionization threshold and charge trapped in the oxide. A measured slope is therefore not by itself a determination of $\Phi_b/\Phi_i$.
